\section*{Does exact exchange add a force term in plane-wave calculations?}

\section*{Question}

I am adding forces to a small plane-wave code that can do Hartree--Fock and hybrid functionals. For a norm-conserving pseudopotential I have the local and nonlocal force terms and the ion--ion term. Now I am looking for the exchange term.

There seems to be a good reason to expect one. When I move an ion and converge the orbitals again, the exchange energy changes. A force is minus the derivative of the total energy, and the exchange energy is part of the total energy, so its slope should be part of the force. Is that right, and what is the formula? Does the answer change for ultrasoft potentials or PAW, and does it carry over to the stress?

\section*{Answer}

The slope you see is real, but it is not a separate force term. One has to distinguish how an energy depends on an ion position $\mathbf R$ explicitly from how it changes because the orbitals follow the ion. I take a closed shell at the $\Gamma$ point, fixed occupations, a fixed cell and a fixed set of plane waves. The indices $i,j$ run over doubly occupied spatial orbitals. The ion--ion energy depends on positions alone and adds the same force with or without exchange, so I leave it out.

\subsection*{Where could the exchange energy contain $\mathbf R$?}

The Fock energy of a closed shell is
\begin{equation}
E_X=-\sum_{ij}\iint \rho_{ij}^*(\mathbf r)\,v_X(\mathbf r-\mathbf r')\,\rho_{ij}(\mathbf r')\,d\mathbf r\,d\mathbf r',
\qquad \rho_{ij}=\psi_i^*\psi_j .
\end{equation}
The factor is $\tfrac12$ for double counting times 2 for the two spins. The integral over $\mathbf r$ covers one cell and that over $\mathbf r'$ all space, with the orbitals continued periodically. With $\rho_{ij}(\mathbf G)=\int\rho_{ij}(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d\mathbf r$ and cell volume $\Omega$ this becomes
\begin{equation}
E_X=-\frac1\Omega\sum_{ij}\sum_{\mathbf G}v_X(\mathbf G)\,|\rho_{ij}(\mathbf G)|^2 .
\label{ex}
\end{equation}
I use the Coulomb interaction cut off at a radius $R_c$ with $4\pi R_c^3/3=\Omega$, so that
\begin{equation}
v_X(\mathbf G)=\frac{e^2}{\varepsilon_0G^2}\,[1-\cos(GR_c)],\qquad v_X(0)=\frac{e^2R_c^2}{2\varepsilon_0}.
\end{equation}
This kernel knows the cell but not the ions.

Now insert $\psi_i=\Omega^{-1/2}\sum_{\mathbf g}c_{\mathbf g i}e^{i\mathbf g\cdot\mathbf r}$. The integral over the cell forces $\mathbf g'=\mathbf g-\mathbf G$:
\begin{equation}
\rho_{ij}(\mathbf G)=\sum_{\mathbf g\mathbf g'}c^*_{\mathbf g'i}c_{\mathbf gj}\,
\frac1\Omega\int e^{i(\mathbf g-\mathbf g'-\mathbf G)\cdot\mathbf r}d\mathbf r
=\sum_{\mathbf g}c^*_{\mathbf g-\mathbf G,i}\,c_{\mathbf gj}.
\label{pair}
\end{equation}
No ion position occurs here. With norm-conserving potentials, therefore,
\begin{equation}
\left.\frac{\partial E_X}{\partial\mathbf R}\right|_c=0 .
\end{equation}

\subsection*{Why the orbital response drops out}

I allow for an overlap matrix $S(\mathbf R)$, which will be needed for ultrasoft potentials and PAW. The orbitals obey $c_i^\dagger Sc_j=\delta_{ij}$. First I need the variation of $E_X$. Define the exchange matrix by
\begin{equation}
\langle\mathbf g|V_X|\mathbf g'\rangle=-\frac1\Omega\sum_j\sum_{\mathbf G}v_X(\mathbf G)\,\rho^*_{j\mathbf g}(\mathbf G)\,\rho_{j\mathbf g'}(\mathbf G),
\end{equation}
where a subscript $\mathbf g$ means that a plane wave replaces the second orbital. Varying (\ref{ex}) gives $2\,\mathrm{Re}\,\rho_{ij}^*\delta\rho_{ij}$, and $\delta\rho_{ij}$ has one part from $\delta c_j$ and one from $\delta c_i^*$. The first part sums to $2\,\mathrm{Re}\sum_jc_j^\dagger V_X\delta c_j$. The second equals it after exchanging $i$ and $j$, because $\rho_{ij}(\mathbf G)=\rho_{ji}^*(-\mathbf G)$ and $v_X$ is even. Hence
\begin{equation}
\delta E_X=2\sum_i\left(\delta c_i^\dagger V_Xc_i+c_i^\dagger V_X\delta c_i\right).
\label{dex}
\end{equation}
The other energies vary in the same way with their own operators, the factor 2 being the occupation. Their sum is the Fock matrix $F$, and self-consistency means $Fc_i=\varepsilon_iSc_i$. The total derivative is then
\begin{align}
\frac{dE}{d\mathbf R}
&=\left.\frac{\partial E}{\partial\mathbf R}\right|_c
+2\sum_i\left(\frac{dc_i^\dagger}{d\mathbf R}Fc_i+c_i^\dagger F\frac{dc_i}{d\mathbf R}\right)\nonumber\\
&=\left.\frac{\partial E}{\partial\mathbf R}\right|_c
+2\sum_i\varepsilon_i\left(\frac{dc_i^\dagger}{d\mathbf R}Sc_i+c_i^\dagger S\frac{dc_i}{d\mathbf R}\right).
\end{align}
Differentiating $c_i^\dagger Sc_i=1$ shows that the last bracket is $-c_i^\dagger(\partial S/\partial\mathbf R)c_i$, so
\begin{equation}
\frac{dE}{d\mathbf R}=\left.\frac{\partial E}{\partial\mathbf R}\right|_c
-2\sum_i\varepsilon_i\,c_i^\dagger\frac{\partial S}{\partial\mathbf R}c_i .
\label{general}
\end{equation}

For norm-conserving potentials $S=1$ and the last term vanishes. The kinetic and Hartree energies, like $E_X$, depend on $c$ alone. What remains is
\begin{equation}
\mathbf F=-\int n\,\frac{\partial V_{\rm loc}}{\partial\mathbf R}\,d\mathbf r
-2\sum_i\Big\langle\psi_i\Big|\frac{\partial V_{NL}}{\partial\mathbf R}\Big|\psi_i\Big\rangle .
\label{ncforce}
\end{equation}
Completeness of the basis was not used, only that it does not move. The formula therefore gives the derivative of the computed energy at any cutoff.

This also resolves your puzzle. Along the relaxed path $E_X$ changes by (\ref{dex}), which is in general not zero, since the orbitals are eigenvectors of $F$ and not of $V_X$ separately. The responses of all energies together add up to zero. Putting the exchange slope into the force picks one member out of a vanishing sum.

\subsection*{A numerical case}

Take two equal model ions of valence charge 2 with four electrons in a cubic cell of 5~\AA, 1.881~\AA{} apart, and 93 plane waves. Each ion has a Gaussian-smeared local potential and one Gaussian projector $\beta$, with $V_{NL}=\sum_ID|\beta_I\rangle\langle\beta_I|$ and $D=-20$~eV. The parameters are round numbers and represent no material, and the basis is not converged: with 179 plane waves the values 5.864, 0.747 and 0.626~eV/\AA{} below become 5.853, 0.711 and 0.594~eV/\AA, while formula and finite difference still agree. The values also depend on the kernel; with $R_c=L/2$ the 0.626 becomes 0.519~eV/\AA. The $x$ force on ion 1 from (\ref{ncforce}) is
\begin{equation}
F_x=6.972-1.108=5.864\ \text{eV/\AA}\quad(9.396\ \text{nN}).
\end{equation}
The finite difference of fully self-consistent total energies, exchange included, is also 5.864~eV/\AA; the two differ by about $10^{-9}$~eV/\AA. This is the decisive test, because the energy contains $E_X=-28.50$~eV while the formula contains no exchange term.

The response parts of $-dE/dx$, in the order kinetic, local, nonlocal, Hartree and exchange, are
\begin{equation}
-3.3585+7.3307+1.2767-5.9958+0.7469=0.0000\ \text{eV/\AA}.
\end{equation}
The exchange slope you noticed is the 0.747~eV/\AA. Adding it would give 6.611~eV/\AA, which is wrong by the full 0.747~eV/\AA.

Exchange still matters for the value of the force. With exchange switched off and the orbitals converged again, the same two terms give 5.239~eV/\AA, so exchange raises the force by 0.626~eV/\AA{} by changing the orbitals and the density. This is not the 0.747 above: one number compares two theories at one geometry, the other follows one energy as the geometry changes.

\subsection*{Ultrasoft potentials and PAW}

Here the smooth orbitals do not carry the full charge, and each pair density is augmented near the ions. With one projector per ion and $p_{Ii}=\langle\beta_I|\psi_i\rangle$,
\begin{equation}
\rho_{ij}(\mathbf G)=\sum_{\mathbf g}c^*_{\mathbf g-\mathbf G,i}c_{\mathbf gj}
+\sum_IQ_I(\mathbf G)\,p_{Ii}^*p_{Ij},\qquad
S=1+\sum_Iq\,|\beta_I\rangle\langle\beta_I| ,
\end{equation}
with $q=Q_I(0)$, so that $\rho_{ij}(0)=c_i^\dagger Sc_j=\delta_{ij}$. Both $Q_I(\mathbf G)\propto e^{-i\mathbf G\cdot\mathbf R_I}$ and $\beta_I$ move with the ion. At fixed $c$,
\begin{equation}
\frac{\partial\rho_{ij}}{\partial\mathbf R_I}
=\frac{\partial Q_I}{\partial\mathbf R_I}p_{Ii}^*p_{Ij}
+Q_I\left(\frac{\partial p_{Ii}^*}{\partial\mathbf R_I}p_{Ij}+p_{Ii}^*\frac{\partial p_{Ij}}{\partial\mathbf R_I}\right),
\end{equation}
and minus the derivative of (\ref{ex}) is a genuine exchange force,
\begin{equation}
\mathbf F_{X,\rm aug}=\frac2\Omega\,\mathrm{Re}\sum_{ij}\sum_{\mathbf G}v_X(\mathbf G)\,\rho_{ij}^*(\mathbf G)\,\frac{\partial\rho_{ij}(\mathbf G)}{\partial\mathbf R_I}.
\end{equation}

It is not the sole place where exchange enters. PAW also has on-site exchange energies, which depend on $\mathbf R_I$ through the projections. In a one-projector model with strength $W$,
\begin{equation}
E_{X,\rm on}=-W\sum_Iw_I^2,\quad w_I=\sum_i|p_{Ii}|^2,\quad
\mathbf F_{X,\rm on}=2Ww_I\frac{\partial w_I}{\partial\mathbf R_I}.
\end{equation}
Its operator, $-W\sum_Iw_I|\beta_I\rangle\langle\beta_I|$, joins $V_X$. Finally, the overlap term in (\ref{general}) gives the force
\begin{equation}
\mathbf F_S=2q\sum_i\varepsilon_i\frac{\partial|p_{Ii}|^2}{\partial\mathbf R_I},
\end{equation}
and $\varepsilon_i$ contains $\langle\psi_i|V_X|\psi_i\rangle$. A code that uses the full $\varepsilon_i$ of the Fock matrix already has this part and must not add it again.

The local and Hartree energies also see the moving augmentation charge. Since $\partial E_H=\int V_H\,\partial n\,d\mathbf r$, they add $-\int(V_{\rm loc}+V_H)\,(\partial n/\partial\mathbf R_I)_c\,d\mathbf r$, with $n=2\sum_i\rho_{ii}$. This term contains no Fock exchange. In a hybrid, the potential of the semilocal part joins $V_{\rm loc}+V_H$ here.

For the same ions with $q=0.3$ and $W=2$~eV, and with the other on-site energies of PAW omitted, the $x$ force on ion 1 consists of these terms:
\begin{center}
\begin{tabular}{lr}
Term & eV/\AA\\
local & $7.144$\\
nonlocal & $-1.837$\\
augmentation charge in $V_{\rm loc}+V_H$ & $0.399$\\
augmented pair-density exchange & $-0.584$\\
on-site exchange & $-0.136$\\
overlap, exchange part of $\varepsilon_i$ & $0.330$\\
overlap, rest of $\varepsilon_i$ & $-0.947$\\
sum & $4.370$
\end{tabular}
\end{center}
The last digit of the sum reflects rounding of the entries. The finite difference of self-consistent energies is again 4.370~eV/\AA. As a separate test, the derivative of the exchange energy at frozen coefficients gives $-0.720$~eV/\AA, equal to $-0.584-0.136$.

The three exchange entries sum to $-0.390$~eV/\AA. Without them the sum would be 4.760~eV/\AA. Leaving out the pair-density term alone gives a larger error here, $4.370+0.584=4.954$~eV/\AA: when all three are left out, the missing overlap part ($+0.330$) cancels some of the error from the two missing negative terms. The split between the pair-density and overlap entries depends on the value chosen for $v_X(0)$. Since $\rho_{ij}(0)=\delta_{ij}$ and $\varepsilon_i$ contains $-v_X(0)/\Omega$, the $\mathbf G=0$ term adds $-0.192$~eV/\AA{} to the first entry and $+0.192$~eV/\AA{} to the second. With $v_X(0)=0$ they read $-0.392$ and $+0.138$~eV/\AA, and the two errors are then almost equal. The sum of the three exchange entries and the total force do not depend on $v_X(0)$. For $q\to0$ at fixed shape of $Q_I$, and $W\to0$, all three entries vanish and (\ref{ncforce}) returns.

\subsection*{The stress is different}

The absence of an exchange term does not carry over to the stress, even with norm-conserving potentials. Scale the cubic edge $L$ with the ions at fixed fractional positions and the integer labels of the plane waves fixed. The coefficients $c$, and with them $\rho_{ij}(\mathbf G)$ in (\ref{pair}), can be held constant, and the condition $c^\dagger c=1$ does not involve $L$. But $G\propto1/L$ and $R_c\propto L$, so $v_X\propto L^2$, while $1/\Omega\propto L^{-3}$. Hence $E_X\propto1/L$ at fixed $c$. The Hartree energy scales in the same way and the kinetic energy $T$ as $1/L^2$, which gives
\begin{equation}
\frac{dE}{d\ln L}=-2T-E_H-E_X+\left.\frac{\partial(E_{\rm loc}+E_{NL})}{\partial\ln L}\right|_c .
\end{equation}
Here $E$ still leaves out the ion--ion energy. That energy also changes with the cell, so its derivative must be added to obtain the pressure. The example also sets the $\mathbf G=0$ component of $V_{\rm loc}$ to zero; with an ion--ion energy for point charges its finite, non-Coulomb remainder (3.71~eV here, scaling as $L^{-3}$) must be added as well. Uniform scaling gives only the trace of the stress. The separate components need the derivative of $v_X(\mathbf G)$ under a general strain: here $\partial E_X/\partial\epsilon_{\alpha\alpha}$ at fixed $c$ is 8.95, 9.72 and 9.83~eV for $x$, $y$ and $z$, not $-E_X/3=9.50$~eV each. In the norm-conserving example the right side is $-32.01$~eV, as is the finite difference of self-consistent energies. Without $-E_X$ it would be $-60.52$~eV. Because $d\Omega=3\Omega\,d\ln L$, the explicit exchange pressure is
\begin{equation}
P_X=-\left.\frac{\partial E_X}{\partial\Omega}\right|_c=\frac{E_X}{3\Omega}
=\frac{-28.50\ \text{eV}}{3\times125\ \text{\AA}^3}=-0.0760\ \text{eV/\AA}^3=-12.18\ \text{GPa}.
\end{equation}
The negative sign means that this term by itself favours a smaller cell. The size depends on how the kernel is cut off: the $\mathbf G=0$ term supplies $-5.95$~GPa of it, and with $R_c$ held fixed during the strain $E_X$ no longer scales as $1/L$ and the value is $-14.07$~GPa.

\subsection*{What to check in your code}

\begin{itemize}
\item \textbf{Hybrids.} A fraction $a$ of exact exchange multiplies $E_X$, and so every explicit exchange term above, by $a$. With norm-conserving potentials the explicit exchange force is still zero. The scaling $E_X\propto1/L$ used for the stress does not hold for a screened interaction with a fixed screening length; there the derivative of the screened kernel is needed. If the semilocal part $E_{sl}[n+n_c]$ uses a partial core density $n_c$ that moves with the ion, it gives the force $-\int v_{sl}\,(\partial n_c/\partial\mathbf R)\,d\mathbf r$, with $v_{sl}$ the potential of the semilocal part alone. That is a core-correction term, not a Fock term.
\item \textbf{Convergence.} If the orbitals leave a residual $r_i=Fc_i-\varepsilon_iSc_i$, the derivation misses $4\,\mathrm{Re}\sum_i(dc_i^\dagger/d\mathbf R)\,r_i$. A poorly converged exchange operator can thus look like a missing force term. Tighten self-consistency before adding anything.
\item \textbf{Other sources of $\mathbf R$.} The zero rests on a basis and a kernel that do not depend on the ions. With atom-centred basis functions, or an interaction whose parameters follow the structure, $E_X$ depends on $\mathbf R$ at fixed coefficients, and that derivative belongs in the force.
\end{itemize}

So for your norm-conserving code there is no exchange routine to write for the forces, but there is one for the stress. The complete set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
MODEL
cell edge: 5.0 angstrom
ion 1 position (angstrom): 0.3 0.2 0.1
ion 2 position (angstrom): 2.0 0.9 0.5
ion distance: 1.881 angstrom
valence charge per ion (e): 2.0 ; electrons: 4
plane waves: 93
highest plane-wave kinetic energy: 48.13 eV
projector strength D: -20.0 eV
widths ion, projector, augmentation (angstrom): 0.8 0.7 0.7
finite-difference step: 0.01 angstrom
NORM-CONSERVING, x force on ion 1
exchange energy: -28.5033 eV
orbital gap: 21.152 eV
local term: 6.97222 eV/angstrom
nonlocal term: -1.10791 eV/angstrom
sum, no exchange term: 5.86431 eV/angstrom
sum in nN: 9.3957 nN
finite difference of total energy: 5.86431 eV/angstrom
difference: 9.8e-10 eV/angstrom
exchange slope, frozen coefficients: 0.00000 eV/angstrom
response parts of -dE/dx (orbitals follow the ion)
  kinetic: -3.35847 eV/angstrom
  local: 7.33068 eV/angstrom
  nonlocal: 1.27669 eV/angstrom
  Hartree: -5.99575 eV/angstrom
  exchange: 0.74686 eV/angstrom
  sum of response parts: -1.1e-07 eV/angstrom
force with exchange switched off: 5.23863 eV/angstrom
change of force due to exchange: 0.62568 eV/angstrom
pair density, largest quadrature deviation: 4.1e-16
AUGMENTED, x force on ion 1
augmentation charge q: 0.3 ; on-site exchange W (eV): 2.0
local term: 7.14433 eV/angstrom
nonlocal term: -1.83689 eV/angstrom
augmentation in local+Hartree potential: 0.39934 eV/angstrom
augmented pair-density exchange: -0.58439 eV/angstrom
on-site exchange: -0.13597 eV/angstrom
overlap, exchange part: 0.33029 eV/angstrom
overlap, remaining part: -0.94705 eV/angstrom
sum of all terms: 4.36967 eV/angstrom
finite difference of total energy: 4.36967 eV/angstrom
frozen-coefficient exchange slope: -0.72036 eV/angstrom
pair-density plus on-site exchange: -0.72036 eV/angstrom
all three exchange terms: -0.39006 eV/angstrom
force if all three are left out: 4.75973 eV/angstrom
CELL SIZE, norm-conserving
dE/dlnL, finite difference: -32.0135 eV
dE/dlnL, formula with exchange: -32.0135 eV
dE/dlnL, exchange left out: -60.5168 eV
exchange pressure: -12.178 GPa
\end{verbatim}
